**Huang-Rhys factor from a cold optical band: numerical test**

The program tests the relation $W=2\sqrt{2\ln2}\,\sqrt S\,\hbar\omega$, where $W$ is the full width at half maximum, $\hbar\omega$ the phonon energy and $S$ the relaxation energy divided by $\hbar\omega$. It diagonalizes a displaced oscillator and asserts that the line weights follow the Poisson law and that the absorption and emission moments agree with the formulas. It also reads the half-maximum width from smoothed phonon lines and asserts agreement with the Gaussian relation within 1%, both cold and at 300 K and 358 K. Further assertions cover Gaussian disorder, two phonon energies and a changed excited-state frequency. For $W=0.40$ eV and $\hbar\omega=40$ meV the output gives $S=18.03$ and a relaxation energy of 0.721 eV. It also shows that the same width measured at 300 K would mean $S=11.70$. With the width held fixed, a 10% lower or higher excited-state frequency changes the factor, defined with the ground-state frequency, to 27.48 or 12.31.

## Numerical check

```python
# Result under test: a cold phonon-broadened optical band of a trap has
#   W = 2 sqrt(2 ln 2) sqrt(S) hw,  so  S = W^2 / (8 ln 2 hw^2).
# W: full width at half maximum (eV); hw: phonon energy (eV);
# S: Huang-Rhys factor = relaxation energy / hw;
# d: displacement of the excited well in units sqrt(hbar/(M omega)), S = d^2/2;
# r: excited-state frequency divided by ground-state frequency.
# Spectra are built from diagonalized oscillators or explicit phonon lines.
import numpy as np
from scipy import constants
from scipy.stats import poisson

kB = constants.k / constants.e               # eV/K
W, hw, E_zero = 0.40, 0.040, 2.0             # eV, round model parameters
to_fwhm = 2 * np.sqrt(2 * np.log(2))


def infer_S(width, quantum):
    return width**2 / (8 * np.log(2) * quantum**2)


def excited_hamiltonian(d, r=1.0, size=400):
    """Excited vibrational Hamiltonian / hw in the ground-well number basis."""
    n = np.arange(size + 2)
    lower = np.diag(np.sqrt(n[1:]), 1)
    x = (lower + lower.T) / np.sqrt(2)
    x2 = (x @ x)[:size, :size]
    x = x[:size, :size]
    kinetic = np.diag(n[:size] + 0.5) - x2 / 2
    return kinetic + r**2 * (x2 - 2 * d * x + d**2 * np.eye(size)) / 2


def moments(energy, weight):
    weight = weight / weight.sum()
    mean = np.sum(weight * energy)
    return mean, np.sum(weight * (energy - mean)**2)


def measured_fwhm(energy, weight, sigma):
    """Width read from the curve of lines smoothed by a Gaussian of std sigma."""
    mean, var = moments(energy, weight)
    reach = 5 * np.sqrt(var + sigma**2)
    grid = np.linspace(mean - reach, mean + reach, 4001)
    curve = np.exp(-(grid[:, None] - energy)**2 / (2 * sigma**2)) @ weight
    half = curve.max() / 2
    above = np.where(curve >= half)[0]
    i, j = above[0], above[-1]
    left = np.interp(half, curve[i - 1:i + 1], grid[i - 1:i + 1])
    right = np.interp(half, curve[[j + 1, j]], grid[[j + 1, j]])
    return right - left


S = infer_S(W, hw)
d = np.sqrt(2 * S)
levels, vectors = np.linalg.eigh(excited_hamiltonian(d))
overlap2 = vectors**2                        # [ground level, excited level]

# Line weights from diagonalization against the Poisson law
n = np.arange(100)
assert np.allclose(overlap2[0, :100], poisson.pmf(n, S), atol=1e-10)

# Absorption and emission moments from the diagonalized wells
E_abs = E_zero + hw * (levels[:100] - 0.5)
E_em = E_zero + hw * (levels[0] - 0.5 - n)
w_abs, w_em = overlap2[0, :100], overlap2[:100, 0]
mean_abs, var_abs = moments(E_abs, w_abs)
mean_em, var_em = moments(E_em, w_em)
assert np.isclose(var_abs, S * hw**2, rtol=1e-8)
assert np.isclose(var_em, S * hw**2, rtol=1e-8)
assert np.isclose(mean_abs - mean_em, 2 * S * hw, rtol=1e-8)

# Half-maximum width of the real line series; the smoothing is then removed
smooth = 0.6 * hw
raw_width = measured_fwhm(E_abs, w_abs, smooth)
cold_width = np.sqrt(raw_width**2 - (to_fwhm * smooth)**2)
assert abs(cold_width / W - 1) < 0.01        # non-Gaussian terms of order 1/S

# Warm bands: explicit thermal sum over initial levels
warm = {}
for T in (300.0, 358.0):
    m = np.arange(40)
    population = np.exp(-m * hw / (kB * T))
    population /= population.sum()
    change = np.rint(levels[None, :160] - 0.5 - m[:, None]).astype(int)
    weight = population[:, None] * overlap2[:40, :160]
    line_weight = np.bincount((change + 40).ravel(), weights=weight.ravel())
    line_energy = hw * (np.arange(line_weight.size) - 40)
    factor = 1 / np.tanh(hw / (2 * kB * T))
    assert np.isclose(moments(line_energy, line_weight)[1],
                      S * hw**2 * factor, rtol=1e-7)
    width = np.sqrt(measured_fwhm(line_energy, line_weight, smooth)**2
                    - (to_fwhm * smooth)**2)
    assert abs(width / (W * np.sqrt(factor)) - 1) < 0.01
    warm[T] = (factor, W * np.sqrt(factor), S / factor)
T_one_percent = hw / (2 * kB * np.arctanh(1 / 1.01))

# Disorder: the corrected S must reproduce the full observed width
W_dis = 0.15
S_dis = infer_S(np.sqrt(W**2 - W_dis**2), hw)
width_dis = measured_fwhm(hw * n, poisson.pmf(n, S_dis), W_dis / to_fwhm)
assert abs(width_dis / W - 1) < 0.01

# Two equally coupled modes whose mean energy is still hw
hw1, hw2 = 0.020, 0.060
S_each = (W / to_fwhm)**2 / (hw1**2 + hw2**2)
k = np.arange(40)
p = poisson.pmf(k, S_each)
E_two = (hw1 * k[:, None] + hw2 * k[None, :]).ravel()
w_two = np.outer(p, p).ravel()
assert np.isclose(moments(E_two, w_two)[1], (W / to_fwhm)**2, rtol=1e-7)
width_two = np.sqrt(measured_fwhm(E_two, w_two, smooth)**2
                    - (to_fwhm * smooth)**2)
assert abs(width_two / W - 1) < 0.02         # band is slightly skewed

# Changed excited frequency: variance from the Hamiltonian matrix itself
changed = {}
for r in (0.9, 1.1):
    S_g = (S - (r**2 - 1)**2 / 8) / r**4
    H = excited_hamiltonian(np.sqrt(2 * S_g), r)
    variance = H[0] @ H[:, 0] - H[0, 0]**2
    assert np.isclose(variance, S, rtol=1e-8)
    changed[r] = (S_g, r**2 * S_g * hw)

# Photon-energy prefactors left in the measured band
S_abs_raw = moments(E_abs, w_abs * E_abs)[1] / hw**2
ok = E_em > 0
S_em_raw = moments(E_em[ok], w_em[ok] * E_em[ok]**3)[1] / hw**2
assert S_abs_raw > S > S_em_raw
assert 17.5 < S < 18.5

print(f"Input band FWHM W: {W:.2f} eV")
print(f"Input phonon energy: {1e3*hw:.0f} meV")
print(f"Chosen zero-phonon energy: {E_zero:.1f} eV")
print(f"FWHM / standard deviation: {to_fwhm:.4f}")
print(f"Standard deviation of band: {W/to_fwhm:.4f} eV")
print(f"Square root of S: {np.sqrt(S):.3f}")
print(f"Huang-Rhys factor S: {S:.2f}")
print(f"Displacement d: {d:.2f} oscillator lengths")
print(f"Relaxation energy: {S*hw:.3f} eV")
print(f"Mean absorption energy: {mean_abs:.3f} eV")
print(f"Mean emission energy: {mean_em:.3f} eV")
print(f"Absorption-emission shift: {mean_abs-mean_em:.3f} eV")
print(f"Zero-phonon weight, diagonalized: {overlap2[0,0]:.2e}")
print(f"Skewness of band, 1/sqrt(S): {1/np.sqrt(S):.3f}")
print(f"Line smoothing, standard deviation: {1e3*smooth:.0f} meV")
print(f"FWHM read from smoothed lines: {raw_width:.4f} eV")
print(f"Same, smoothing removed: {cold_width:.4f} eV")
print(f"S if W is 0.01 eV smaller: {infer_S(W-0.01, hw):.2f}")
print(f"S if W is 0.01 eV larger: {infer_S(W+0.01, hw):.2f}")
print(f"S if phonon is 2 meV softer: {infer_S(W, hw-0.002):.2f}")
print(f"S if phonon is 2 meV harder: {infer_S(W, hw+0.002):.2f}")
print(f"T at which cold formula errs by 1% in S: {T_one_percent:.0f} K")
for T, (factor, width, S_warm) in warm.items():
    print(f"{T:.0f} K: coth factor {factor:.3f}")
    print(f"{T:.0f} K: FWHM of this trap {width:.3f} eV")
    print(f"{T:.0f} K: S if 0.40 eV were measured there {S_warm:.2f}")
print(f"Assumed disorder FWHM: {W_dis:.2f} eV")
print(f"S after removing disorder: {S_dis:.2f}")
print(f"FWHM check with disorder: {width_dis:.4f} eV")
print(f"Two modes: {1e3*hw1:.0f} and {1e3*hw2:.0f} meV")
print(f"Two modes: S of each {S_each:.2f}, total {2*S_each:.2f}")
print(f"Two modes: FWHM read from lines {width_two:.4f} eV")
for r, (S_g, relax) in changed.items():
    print(f"Frequency ratio {r:.1f}: S_g {S_g:.2f}")
    print(f"Frequency ratio {r:.1f}: excited relaxation {relax:.3f} eV")
print(f"Apparent S, factor E left in absorption: {S_abs_raw:.2f}")
print(f"Apparent S, factor E^3 left in emission: {S_em_raw:.2f}")
print("all assertions hold")
```

Running it gives:

```
Input band FWHM W: 0.40 eV
Input phonon energy: 40 meV
Chosen zero-phonon energy: 2.0 eV
FWHM / standard deviation: 2.3548
Standard deviation of band: 0.1699 eV
Square root of S: 4.247
Huang-Rhys factor S: 18.03
Displacement d: 6.01 oscillator lengths
Relaxation energy: 0.721 eV
Mean absorption energy: 2.721 eV
Mean emission energy: 1.279 eV
Absorption-emission shift: 1.443 eV
Zero-phonon weight, diagonalized: 1.47e-08
Skewness of band, 1/sqrt(S): 0.235
Line smoothing, standard deviation: 24 meV
FWHM read from smoothed lines: 0.4039 eV
Same, smoothing removed: 0.4000 eV
S if W is 0.01 eV smaller: 17.14
S if W is 0.01 eV larger: 18.95
S if phonon is 2 meV softer: 19.98
S if phonon is 2 meV harder: 16.36
T at which cold formula errs by 1% in S: 88 K
300 K: coth factor 1.541
300 K: FWHM of this trap 0.497 eV
300 K: S if 0.40 eV were measured there 11.70
358 K: coth factor 1.753
358 K: FWHM of this trap 0.530 eV
358 K: S if 0.40 eV were measured there 10.29
Assumed disorder FWHM: 0.15 eV
S after removing disorder: 15.50
FWHM check with disorder: 0.3992 eV
Two modes: 20 and 60 meV
Two modes: S of each 7.21, total 14.43
Two modes: FWHM read from lines 0.3987 eV
Frequency ratio 0.9: S_g 27.48
Frequency ratio 0.9: excited relaxation 0.890 eV
Frequency ratio 1.1: S_g 12.31
Frequency ratio 1.1: excited relaxation 0.596 eV
Apparent S, factor E left in absorption: 18.23
Apparent S, factor E^3 left in emission: 15.69
all assertions hold
```
